# How Fast Insulator Band Energies Converge with a Uniform k-Point Mesh

The band energy of a crystal is an average over the Brillouin zone, and a calculation replaces that average by a finite sum. This problem finds which part of the integrand the sum gets wrong, and how large the resulting error is for an insulator.

**Setting.** The lattice vectors are $\mathbf R=\sum_i n_i\mathbf a_i$ in $d$ dimensions, and $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Write $\mathbf k=\sum_i\theta_i\mathbf b_i/2\pi$, so that $\mathbf k\cdot\mathbf R=\sum_i n_i\theta_i\equiv n\cdot\theta$. The mesh is

$$\theta_i=\frac{2\pi(j_i+s_i)}{N_i},\qquad j_i=0,\dots,N_i-1,$$

where $s_i$ is a shift in units of the mesh step and $s=0$ is the Γ-centred mesh. The one-electron Hamiltonian is a finite matrix in an orthonormal basis, $H(\theta)=\sum_n H_n e^{in\cdot\theta}$, with hoppings $H_n$ of finite range. It is held fixed: changes of a self-consistent potential with the mesh are not treated. The algebra is in atomic units, and energies are per primitive cell with two spins unless stated otherwise.

## (a) Which Fourier components does the mesh integrate correctly?

*Compute the mesh average of $e^{i\mathbf k\cdot\mathbf R}$ and compare it with the zone average.*

**Solution.** The average factorizes into one sum per direction:

$$\frac1{N_i}\sum_{j=0}^{N_i-1}e^{2\pi i n_i(j+s_i)/N_i}=e^{2\pi i n_is_i/N_i}\,\frac1{N_i}\sum_{j=0}^{N_i-1}w^j,\qquad w=e^{2\pi i n_i/N_i}.$$

If $N_i$ divides $n_i$, then $w=1$ and the last average is 1. Otherwise $w\neq1$, and the geometric sum is $(w^{N_i}-1)/(w-1)=0$, because $w^{N_i}=e^{2\pi i n_i}=1$. Hence

$$\langle e^{i\mathbf k\cdot\mathbf R}\rangle_{\rm mesh}=\begin{cases}e^{2\pi i\sum_i m_is_i}, & n_i=m_iN_i\ \text{for all }i,\\ 0,&\text{otherwise.}\end{cases}$$

The zone average is 1 for $\mathbf R=0$ and 0 for every other $\mathbf R$. The mesh is therefore exact except for the nonzero vectors $\sum_i m_iN_i\mathbf a_i$. These are all nonzero integer combinations of the supercell vectors $N_i\mathbf a_i$, not just multiples of a single vector.

On a $3\times4\times2$ mesh, for instance, take all $|n_i|\le4$. The multiples of 3, 4 and 2 in that range number 3, 3 and 5, so $3\cdot3\cdot5-1=44$ nonzero vectors are integrated wrongly, out of $9^3-1=728$.

## (b) What is the error for a general integrand?

*Let $f(\theta)=\sum_n f_ne^{in\cdot\theta}$ with $\sum_n|f_n|$ finite. Find the mesh error, and interpret the Γ-centred mesh in real space.*

**Solution.** Absolute convergence allows the average to be taken term by term. The zone average is $f_0$. With $mN$ short for $(m_1N_1,\dots,m_dN_d)$, part (a) gives

$$\langle f\rangle_{\rm mesh}-f_0=\sum_{m\ne0}f_{mN}\,e^{2\pi i\,m\cdot s}.\tag{1}$$

Now consider a periodic supercell of $N_1\times\dots\times N_d$ primitive cells. Periodicity requires $e^{iN_i\theta_i}=1$, so its Bloch states have $\theta_i=2\pi j_i/N_i$, which is the Γ-centred mesh. In an insulator the same number of bands is filled at each of these points. The mesh energy is thus the Γ-only energy of the supercell divided by its number of cells, and (1) is its finite-size error.

## (c) Why is the occupied energy of an insulator analytic?

*Let a gap $E_g$, centred at $\mu$, separate the occupied from the empty levels throughout the zone. Show that the sum of occupied energies is analytic in a strip of complex $\theta$, even where occupied bands cross.*

**Solution.** For real $\theta$ write

$$E(\theta)=2\,\mathrm{Tr}\,\frac1{2\pi i}\oint z\,[z-H(\theta)]^{-1}dz,\tag{2}$$

where the contour runs along the line $\mathrm{Re}\,z=\mu$ and closes far to the left, around all occupied levels. In the eigenbasis of $H$ each enclosed level $\varepsilon$ contributes the residue $\varepsilon$, so (2) is twice the sum of occupied energies.

Next replace $\theta$ by $\theta+i\tau$ with real $|\tau_i|\le\eta$. The Hamiltonian changes by

$$D=\sum_nH_ne^{in\cdot\theta}(e^{-n\cdot\tau}-1),\qquad \|D\|\le\sum_n\|H_n\|\,(e^{\eta|n|_1}-1),$$

where $|n|_1=\sum_i|n_i|$ and $|e^x-1|\le e^{|x|}-1$ was used. For real $\theta$, $H$ is Hermitian and every level lies at least $E_g/2$ from $\mu$. On the midgap line this gives $\|(z-H)^{-1}\|\le2/E_g$. In

$$z-H-D=(z-H)\,[1-(z-H)^{-1}D]$$

the bracket is invertible by its geometric series if $\|D\|<E_g/2$. No eigenvalue then reaches the line. The matrix is finite and bounded in the strip, so the rest of the contour can be placed beyond all eigenvalues. The integrand in (2) is analytic in $\theta$, and therefore so is $E(\theta)$.

A crossing of two occupied bands happens inside the contour and does no harm. Analyticity can fail only if occupied and empty levels can no longer be separated.

If the hoppings reach only $|n|_1\le1$, the condition reads $(e^\eta-1)\sum_{n\ne0}\|H_n\|<E_g/2$, that is

$$\eta<\eta_0=\ln\!\left(1+\frac{E_g}{2\sum_{n\neq0}\|H_n\|}\right).\tag{3}$$

This $\eta_0$ is a lower bound on the width of the strip, not its value.

## (d) How does the width bound the error?

*Let $|E|\le M$ for $|\mathrm{Im}\,\theta_i|\le\eta$ inside the analytic strip. Bound the mesh error for equal $N_i=N$.*

**Solution.** The coefficients are $f_n=\int\frac{d^d\theta}{(2\pi)^d}E(\theta)e^{-in\cdot\theta}$. Shift each path by $\theta_i\to\theta_i-i\eta\,\mathrm{sgn}(n_i)$. The vertical end pieces cancel because the integrand has period $2\pi$. The exponential gains the factor $e^{-in_i(-i\eta\,\mathrm{sgn}\,n_i)}=e^{-\eta|n_i|}$, so

$$|f_n|\le M e^{-\eta|n|_1}.$$

This also secures the absolute convergence assumed in (b). With $q=e^{-\eta N}$,

$$\sum_{m=-\infty}^{\infty}q^{|m|}=1+\frac{2q}{1-q}=\frac{1+q}{1-q}=\coth\frac{\eta N}{2}.$$

Taking absolute values in (1) and removing the $m=0$ term gives

$$|\text{error}|\le M\left[\coth^d\!\left(\frac{\eta N}{2}\right)-1\right]\simeq 2dM\,e^{-\eta N}\quad(\eta N\gg1).\tag{4}$$

Convergence is exponential in the number of points per direction. The total number of points is $N^d$, so in three dimensions the exponent grows as its cube root.

## (e) What is the width for a solvable chain?

*A chain with cell length $a$ has alternating site energies $\pm\Delta$ and equal hoppings $t$, with $\Delta,t>0$, and is half filled. Find its gap and the exact width of its strip.*

**Solution.** With $\theta=ka$,

$$H(\theta)=\begin{pmatrix}\Delta&t(1+e^{-i\theta})\\t(1+e^{i\theta})&-\Delta\end{pmatrix}.$$

The trace is zero, so the eigenvalues are $\pm\sqrt{-\det H}$. Since $(1+e^{-i\theta})(1+e^{i\theta})=2+2\cos\theta$,

$$E_\pm=\pm\sqrt{\Delta^2+2t^2+2t^2\cos\theta}=\pm\sqrt{\Delta^2+4t^2\cos^2(\theta/2)}.$$

The smallest separation is at $\theta=\pi$, so $E_g=2\Delta$. The square root is singular where its argument vanishes:

$$\cos\theta=-\cosh\eta,\qquad \cosh\eta=1+\frac{\Delta^2}{2t^2}.$$

With $\theta=x+iy$, $\cos\theta=\cos x\cosh y-i\sin x\sinh y$. A real value below $-1$ requires $x=\pi$ (modulo $2\pi$) and $y=\pm\eta$. Using $\cosh\eta-1=2\sinh^2(\eta/2)$,

$$\boxed{\sinh\frac\eta2=\frac{\Delta}{2t}},\qquad \kappa=\frac\eta a,\tag{5}$$

where $\kappa$ is the width in $k$. At $\theta=\pi\pm i\eta$ the occupied and empty bands meet. For a small gap $\eta\simeq\Delta/t=E_g/2t$; for $\Delta\gg t$, $\eta\simeq2\ln(\Delta/t)$.

For $a=4$ Å and $t=\Delta=1$ eV the gap is 2 eV, and $\eta=2\,\mathrm{arcsinh}(0.5)=0.9624$. Then $\kappa=0.9624/4=0.241$ Å$^{-1}$, or 0.127 bohr$^{-1}$. The estimate (3), with $\sum_{n\ne0}\|H_n\|=2t$, guarantees only $\ln1.5=0.405$.

## (f) What is the leading error, with its sign and prefactor?

*Find the error of the Γ-centred mesh for this chain when both $N$ and $N\eta$ are large.*

**Solution.** Let $c_n$ be the coefficients of $E_-$ for one spin. Set $\theta=\pi+\varphi$ and $B=2t^2$, so that $E_-=-\sqrt g$ with $g=B(\cosh\eta-\cos\varphi)$. Since $E_-$ is even in $\theta$, either sign may be used in the exponential. For $n\ge1$,

$$c_n=-\frac{(-1)^n}{2\pi}\int_{-\pi}^{\pi}\sqrt g\,e^{in\varphi}d\varphi.$$

Push the path upward. The vertical sides cancel by periodicity. The top vanishes, because $|\sqrt g|$ grows as $e^{y/2}$ while $|e^{in\varphi}|=e^{-ny}$. What remains runs down the left side and up the right side of the cut $\varphi=i(\eta+s)$, $s>0$.

There $g=-Q^2$ with $Q(s)=\sqrt{B[\cosh(\eta+s)-\cosh\eta]}$. A small step $\epsilon$ to the right changes $g$ by $B\sin\varphi\,\epsilon=i\epsilon B\sinh(\eta+s)$. Hence $\sqrt g=+iQ$ on the right and $-iQ$ on the left. With $d\varphi=i\,ds$, each side contributes $-\int_0^\infty Qe^{-n(\eta+s)}ds$, and so

$$c_n=\frac{(-1)^n}{\pi}\int_0^\infty Q(s)\,e^{-n(\eta+s)}ds.\tag{6}$$

At large $n$ small $s$ dominates. Expanding the hyperbolic cosine,

$$Q=\sqrt{B\left(s\sinh\eta+\tfrac12s^2\cosh\eta+\dots\right)}=\sqrt{B\sinh\eta}\;s^{1/2}\left(1+\tfrac14s\coth\eta+\dots\right).$$

The integrals are $\int_0^\infty s^{1/2}e^{-ns}ds=\frac{\sqrt\pi}2n^{-3/2}$ and $\int_0^\infty s^{3/2}e^{-ns}ds=\frac{3}{2n}\cdot\frac{\sqrt\pi}2n^{-3/2}$. The prefactor follows from (5):

$$B\sinh\eta=4t^2\sinh\frac\eta2\cosh\frac\eta2=4t^2\,\frac{\Delta}{2t}\,\frac{\sqrt{\Delta^2+4t^2}}{2t}=\Delta\sqrt{\Delta^2+4t^2}.$$

In (1) the terms $m=\pm1$ and two spins give $4c_N$. The terms $|m|\ge2$ are smaller by at least a factor of order $e^{-N\eta}$. Thus

$$\boxed{\text{error}\simeq(-1)^N\,2\sqrt{\frac{\Delta\sqrt{\Delta^2+4t^2}}{\pi}}\;\frac{e^{-N\eta}}{N^{3/2}}\left[1+\frac{3\coth\eta}{8N}\right]}\tag{7}$$

The exponential can be read as $e^{-\kappa L}$, with $L=Na$ the supercell length. The bracket is an expansion in $\coth\eta/N$, so large $N\eta$ alone is not enough: for $\Delta=30t$ the error exceeds (7) by 29% at $N=1$ and by 5.5% at $N=2$, although $N\eta$ is 6.8 and 13.6.

For $t=\Delta=1$ eV and $N=4$, the leading law without the bracket gives

$$2\sqrt{\sqrt5/\pi}\times\tfrac18\times e^{-3.850}\ \text{eV}=1.687\times0.125\times0.02129\ \text{eV}=4.49\ \text{meV}.$$

The computed error is 5.14 meV, relative to the exact energy of $-3.3552$ eV ($-0.12330$ hartree) per cell. The bracket, $1+0.503/4=1.126$, raises the estimate to 5.05 meV. For $N=6$, 8 and 12 the computed errors are 0.388, 0.0360 and 0.00041 meV.

## (g) Does shifting the mesh help?

*Find the chain's error for shifts of one half and one quarter of a step.*

**Solution.** Since $c_{-n}=c_n$, equation (1) with two spins becomes

$$\text{error}(s)=4\sum_{m\ge1}c_{mN}\cos(2\pi ms).$$

For $s=\tfrac12$ it begins $-4c_N+4c_{2N}$: the leading error changes sign. For $s=\tfrac14$ all odd $m$ drop out, leaving $-4c_{2N}+4c_{4N}-\dots$. At $N=4$ the errors for $s=0,\tfrac12,\tfrac14$ are $5.14$, $-5.06$ and $-0.0360$ meV. The last has the size of the Γ-centred error at $N=8$, $+0.0360$ meV.

This gain is not free once the symmetry $E(\theta)=E(-\theta)$ is used. The quarter-shifted points are $2\pi(4j+1)/4N$. Together with their negatives they form the half-shifted mesh of $2N$ points. That mesh therefore needs the same $N$ distinct diagonalizations and has the same error.

## (h) What happens as the gap closes, or if one band is taken alone?

*Find the error at $\Delta=0$. Then double the unit cell and compare the lowest band with the occupied sum.*

**Solution.** At $\Delta=0$ the width is zero and $E_-=-2t|\cos(\theta/2)|$ has a kink at $\theta=\pi$. Directly,

$$c_n=-\frac t{2\pi}\int_{-\pi}^{\pi}\left[\cos(n+\tfrac12)\theta+\cos(n-\tfrac12)\theta\right]d\theta=-\frac{(-1)^nt}{\pi}\left[\frac1{n+\frac12}-\frac1{n-\frac12}\right]=\frac{(-1)^nt}{\pi(n^2-\frac14)}.$$

At large $N$ the error $4\sum_{m\ge1}c_{mN}$ tends to $\frac{4t}{\pi N^2}\sum_{m\ge1}(-1)^{mN}/m^2$. The sum is $\pi^2/6$ for even $N$ and $-\pi^2/12$ for odd $N$, so

$$\text{error}\simeq\frac{2\pi t}{3N^2}\ (N\text{ even}),\qquad -\frac{\pi t}{3N^2}\ (N\text{ odd}).$$

With $t=1$ eV, the gapless chain still has an error of 0.209 meV at $N=100$. For gaps of 2, 1 and 0.5 eV, an error below 1 meV needs $N=6$, 9 and 13. Halving a small gap halves $\eta$ but does not double $N$: at fixed $N\eta$ the prefactor $\Delta^{1/2}N^{-3/2}$ in (7) falls by a factor of four.

Now return to $\Delta=1$ eV and describe the chain with a cell of length $2a$ and $\theta'=2ka$. The occupied bands are $E_-(\theta'/2)$ and $E_-(\theta'/2+\pi)$, which cross at $\theta'=\pi$ with opposite slopes. The lower one, taken alone, has a kink there. Integrating its Fourier integral by parts twice turns the slope jump into coefficients of order $1/n^2$, hence an error of order $1/N^2$. The computed one-spin error falls from 0.756 meV at $N=20$ to 0.189 meV at $N=40$, a factor of four. The sum of the two bands is smooth, and its error at $N=20$ is below $10^{-12}$ eV.

## (i) How sharp is the general bound in three dimensions?

*Apply (3) and (4) to a diamond lattice with one orbital per site, site energies $\pm\Delta$ and nearest-neighbour hopping $t$, with $t=\Delta=1$ eV.*

**Solution.** The off-diagonal elements are $t\,S(\theta)$ and $t\,S(-\theta)$, with $S(\theta)=1+\sum_{j=1}^3e^{-i\theta_j}$. As $S$ vanishes, for example, at $\theta=(\pi,\pi,0)$, the gap is $2\Delta$. Six hoppings of norm $t$ connect different cells, so $\eta_0=\ln(1+\tfrac16)=0.154$.

In the strip $|S|\le1+3e^{\eta_0}=4.5$. Since $E^2=4[\Delta^2+t^2S(\theta)S(-\theta)]$, one may take $M=2\sqrt{1+4.5^2}=9.22$ eV. The bound holds for every $\eta<\eta_0$ and, by continuity, at $\eta_0$.

For $N=8$ per axis it allows 47 eV, whereas the computed error is $1.4\times10^{-5}$ eV. Between $N=4$ and 16 the error falls at a mean rate of 1.26 per mesh point per axis, prefactor included, against the guaranteed 0.154. The bound proves exponential convergence for this model but is useless as an error estimate. No asymptotic law like (7) was derived for this model, so its error was found by refining the mesh. The numerical check below covers the selection rule, the analyticity argument, the chain formulas and this bound.

## Computed values

```
Oblique lattice: nonzero R tested 728, integrated wrongly 44
Chain: a = 4.0 angstrom, t = 1.0 eV, delta = 1.0 eV
Chain gap = 2.0 eV
Width eta = 0.962424 (dimensionless)
Guaranteed lower bound on eta = 0.405465 (dimensionless)
kappa = 0.240606 1/angstrom = 0.127323 1/bohr
Error factor per added mesh point, exp(-eta) = 0.381966
Exact energy per cell = -3.35521994 eV = -0.12330206 hartree
N =  2: mesh error  1.1915e-01 eV, leading law  8.7037e-02 eV
N =  4: mesh error  5.1351e-03 eV, leading law  4.4896e-03 eV
N =  6: mesh error  3.8824e-04 eV, leading law  3.5655e-04 eV
N =  8: mesh error  3.5987e-05 eV, leading law  3.3788e-05 eV
N = 10: mesh error  3.7093e-06 eV, leading law  3.5273e-06 eV
N = 12: mesh error  4.0824e-07 eV, leading law  3.9149e-07 eV
N = 10: mesh error / leading law = 1.051587
N = 20: mesh error / leading law = 1.025440
N = 40: mesh error / leading law = 1.012645
Predicted coefficient of 1/N in that ratio = 0.503115
N = 4, shift 0.00 step: error  5.1351e-03 eV
N = 4, shift 0.50 step: error -5.0632e-03 eV
N = 4, shift 0.25 step: error -3.5976e-05 eV
N = 8, shift 0.00 step: error  3.5987e-05 eV
Gap 0.5 eV: eta = 0.249353, N for error below 1 meV = 13
Gap 1.0 eV: eta = 0.494933, N for error below 1 meV = 9
Gap 2.0 eV: eta = 0.962424, N for error below 1 meV = 6
Doubled cell, N = 20: lowest band alone, one spin, error  7.5596e-04 eV
Doubled cell, N = 40: lowest band alone, one spin, error  1.8895e-04 eV
Doubled cell, N = 20: occupied sum, one spin, |error| below 1e-12 eV: True
Gapless chain, N = 100: error  2.0944e-04 eV
Gapless chain, N = 101: error -1.0266e-04 eV
Diamond model: gap 2.0 eV, guaranteed eta = 0.154151
Diamond model: strip bound M = 9.2195 eV
Diamond model: converged energy = -4.22265599 eV
Diamond N =  4 per axis: error  3.8306e-03 eV, bound 3.3606e+02 eV
Diamond N =  8 per axis: error  1.3818e-05 eV, bound 4.6572e+01 eV
Diamond N = 12 per axis: error  1.0361e-07 eV, bound 1.4655e+01 eV
Diamond N = 16 per axis: error  1.0476e-09 eV, bound 6.1423e+00 eV
Diamond mean decay rate from N = 4 to 16 = 1.2593 per mesh point
```
